# Zero-phonon fraction of a colour centre and its first correction: a numerical check

```python
"""Zero-phonon fraction of a colour centre in the linear-coupling model.

Result under test: at T = 0 the zero-phonon line holds the fraction exp(-S)
of the line-shape weight (squared vibrational overlaps).
S: Huang-Rhys factor = M w D^2 / 2 in atomic units; M: effective mass;
w: phonon frequency; D: shift between the minima of the two potentials.
The photon fraction also includes the cube of the photon energy.
The example uses rough values typical of the T centre in silicon.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
DALTON_AU = const.atomic_mass / const.m_e
KB_EV = const.k / const.e

# Inputs
S = 1.5
zpl_ev = 0.935
phonon_ev = 0.030
cutoff_ev = 0.045
mass_dalton = 28.086
frequency_ratio = 0.9

# Real-space solution of both nuclear potentials, atomic units
mass = mass_dalton * DALTON_AU
w = phonon_ev / HARTREE_EV
length = 1 / math.sqrt(mass * w)
shift = math.sqrt(2 * S / (mass * w))
force = mass * w**2 * shift
grid = np.linspace(-9 * length, 10 * length, 1901)
step = grid[1] - grid[0]
hopping = np.full(grid.size - 1, -0.5 / (mass * step**2))
kinetic_diagonal = 1 / (mass * step**2)
potential_ground = 0.5 * mass * w**2 * grid**2
potential_excited = potential_ground - force * grid
levels = 15
energy_g, states_g = eigh_tridiagonal(
    kinetic_diagonal + potential_ground, hopping,
    select="i", select_range=(0, levels - 1))
energy_e, states_e = eigh_tridiagonal(
    kinetic_diagonal + potential_excited, hopping,
    select="i", select_range=(0, 1))
lowest_excited = states_e[:, 0]
weights = (states_g.T @ lowest_excited)**2
poisson = np.array([math.exp(-S) * S**n / math.factorial(n)
                    for n in range(levels)])
number = np.arange(levels)
grid_shift = np.sum(grid * lowest_excited**2)
grid_relaxation = energy_g[0] - energy_e[0]
assert np.max(np.abs(weights - poisson)) < 1e-4
assert abs(weights.sum() - 1) < 1e-6
assert abs(number @ weights - S) < 1e-3
assert abs(grid_shift / shift - 1) < 1e-4
assert abs(grid_relaxation / (S * w) - 1) < 1e-4
assert abs((energy_e[1] - energy_e[0]) / w - 1) < 1e-4
zero_phonon = math.exp(-S)


def mean_cube(k1, k2, k3):
    """Mean of (zpl - x)^3 for phonon energy x with cumulants k1, k2, k3."""
    return (zpl_ev**3 - 3 * zpl_ev**2 * k1 + 3 * zpl_ev * (k2 + k1**2)
            - (k3 + 3 * k1 * k2 + k1**3))


# Photon fraction for one mode: closed form against grid overlaps
photon_one = zero_phonon * zpl_ev**3 / mean_cube(
    *[S * phonon_ev**j for j in (1, 2, 3)])
rates = weights * (zpl_ev - number * phonon_ev)**3
assert abs(rates[0] / rates.sum() - photon_one) < 1e-4


def shifted_mode(coupling, size):
    """Eigenvectors of a shifted oscillator in the unshifted number basis."""
    n = np.arange(size, dtype=float)
    return eigh_tridiagonal(n, -np.sqrt(coupling * n[1:]))[1]


# Many modes: coupling density proportional to energy up to the cutoff
mode_count = 45
mode_ev = (np.arange(mode_count) + 0.5) * cutoff_ev / mode_count
mode_S = 2 * S * mode_ev * (cutoff_ev / mode_count) / cutoff_ev**2
bin_ev = 0.5 * cutoff_ev / mode_count
spectrum = np.zeros(1200)
spectrum[0] = 1.0
for k in range(mode_count):
    mode_weights = shifted_mode(mode_S[k], 25)[:, 0]**2
    updated = np.zeros_like(spectrum)
    for n in range(9):
        offset = n * (2 * k + 1)
        updated[offset:] += mode_weights[n] * spectrum[:spectrum.size - offset]
    spectrum = updated
assert abs(spectrum.sum() - 1) < 1e-8
assert abs(spectrum[0] - zero_phonon) < 1e-8
many_rates = spectrum * (zpl_ev - bin_ev * np.arange(spectrum.size))**3
photon_many = zero_phonon * zpl_ev**3 / mean_cube(
    *[np.sum(mode_S * mode_ev**j) for j in (1, 2, 3)])
assert abs(many_rates[0] / many_rates.sum() - photon_many) < 1e-7


# Temperature dependence for the continuous coupling density
def thermal_S(temperature):
    kt = KB_EV * temperature
    return quad(lambda x: 2 * S * x / cutoff_ev**2 / math.tanh(x / (2 * kt)),
                0, cutoff_ev, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


low_T_S = S * (1 + 2 * math.pi**2 / 3 * (KB_EV * 4.2 / cutoff_ev)**2)
assert abs(thermal_S(4.2) / low_T_S - 1) < 1e-7

# Explicit thermal average of unchanged-occupation overlaps at 77 K.
# A finite set of modes leaves a small excess of second order in each
# mode's coupling, about 0.2 percent here; this sets the tolerance.
kt77 = KB_EV * 77
thermal_product = 1.0
for energy, coupling in zip(mode_ev, mode_S):
    overlaps = np.diag(shifted_mode(coupling, 400))**2
    boltzmann = np.exp(-energy * np.arange(400) / kt77)
    thermal_product *= np.sum(boltzmann * overlaps) / boltzmann.sum()
thermal_law = math.exp(-np.sum(mode_S / np.tanh(mode_ev / (2 * kt77))))
assert abs(thermal_product / thermal_law - 1) < 0.005

# Unequal frequencies: closed form against quadrature (scaled coordinate)
r = frequency_ratio
unequal = 2 * math.sqrt(r) / (1 + r) * math.exp(-2 * S * r / (1 + r))
scaled_shift = math.sqrt(2 * S)
overlap = quad(lambda q: (r / math.pi**2)**0.25 * math.exp(
    -q**2 / 2 - r * (q - scaled_shift)**2 / 2), -12, 14, limit=200)[0]
assert abs(overlap**2 - unequal) < 1e-8

# Report
wavelength_nm = const.h * const.c / const.e / zpl_ev * 1e9
print(f"Huang-Rhys factor S: {S:.2f} (no unit)")
print(f"zero-phonon energy: {zpl_ev:.3f} eV")
print(f"zero-phonon wavelength: {wavelength_nm:.0f} nm")
print(f"effective phonon energy: {phonon_ev:.3f} eV")
print(f"effective mass: {mass_dalton:.3f} atomic mass units")
print(f"shift of minimum, formula: {shift * BOHR_ANGSTROM:.4f} angstrom")
print(f"shift of minimum, grid: {grid_shift * BOHR_ANGSTROM:.4f} angstrom")
print(f"relaxation energy, formula: {S * phonon_ev:.4f} eV")
print(f"relaxation energy, grid: {grid_relaxation * HARTREE_EV:.4f} eV")
print(f"mean line-shape energy: {zpl_ev - S * phonon_ev:.4f} eV")
print(f"exp(-1): {math.exp(-1):.4f} (no unit)")
print(f"exp(-0.5): {math.exp(-0.5):.4f} (no unit)")
print(f"zero-phonon fraction exp(-S): {100 * zero_phonon:.2f} percent")
print(f"zero-phonon fraction, grid: {100 * weights[0]:.2f} percent")
print(f"phonon sideband fraction: {100 * (1 - zero_phonon):.2f} percent")
for n in range(1, 5):
    print(f"weight of {n}-phonon line: formula {100 * poisson[n]:.2f}, "
          f"grid {100 * weights[n]:.2f} percent")
for trial in (S - 0.1, S + 0.1):
    print(f"fraction for S = {trial:.1f}: {100 * math.exp(-trial):.2f} percent")
print(f"photon fraction, one mode: {100 * photon_one:.2f} percent")
print(f"model phonon cutoff: {cutoff_ev:.3f} eV")
print(f"number of modes in spread model: {mode_count}")
print(f"mean phonon energy in spread model: "
      f"{np.sum(mode_S * mode_ev) / S:.4f} eV")
print(f"line-shape fraction, many modes: {100 * spectrum[0]:.2f} percent")
print(f"photon fraction, many modes: {100 * photon_many:.2f} percent")
for temperature in (4.2, 77.0, 300.0):
    exponent = thermal_S(temperature)
    print(f"at {temperature:.1f} K: thermal exponent {exponent:.4f}, "
          f"line-shape fraction {100 * math.exp(-exponent):.2f} percent")
print(f"77 K check, 45 modes: explicit {100 * thermal_product:.2f}, "
      f"law {100 * thermal_law:.2f} percent")
print(f"excited/ground frequency ratio: {r:.2f} (no unit)")
print(f"fraction with unequal frequencies: {100 * unequal:.2f} percent")
print("ALL CHECKS PASSED")
```

It prints:

```
Huang-Rhys factor S: 1.50 (no unit)
zero-phonon energy: 0.935 eV
zero-phonon wavelength: 1326 nm
effective phonon energy: 0.030 eV
effective mass: 28.086 atomic mass units
shift of minimum, formula: 0.1220 angstrom
shift of minimum, grid: 0.1220 angstrom
relaxation energy, formula: 0.0450 eV
relaxation energy, grid: 0.0450 eV
mean line-shape energy: 0.8900 eV
exp(-1): 0.3679 (no unit)
exp(-0.5): 0.6065 (no unit)
zero-phonon fraction exp(-S): 22.31 percent
zero-phonon fraction, grid: 22.31 percent
phonon sideband fraction: 77.69 percent
weight of 1-phonon line: formula 33.47, grid 33.47 percent
weight of 2-phonon line: formula 25.10, grid 25.10 percent
weight of 3-phonon line: formula 12.55, grid 12.55 percent
weight of 4-phonon line: formula 4.71, grid 4.71 percent
fraction for S = 1.4: 24.66 percent
fraction for S = 1.6: 20.19 percent
photon fraction, one mode: 25.74 percent
model phonon cutoff: 0.045 eV
number of modes in spread model: 45
mean phonon energy in spread model: 0.0300 eV
line-shape fraction, many modes: 22.31 percent
photon fraction, many modes: 25.73 percent
at 4.2 K: thermal exponent 1.5006, line-shape fraction 22.30 percent
at 77.0 K: thermal exponent 1.7134, line-shape fraction 18.02 percent
at 300.0 K: thermal exponent 3.7287, line-shape fraction 2.40 percent
77 K check, 45 modes: explicit 18.06, law 18.03 percent
excited/ground frequency ratio: 0.90 (no unit)
fraction with unequal frequencies: 24.11 percent
ALL CHECKS PASSED
```
